\section*{When Light Transport Mass and Heavy Width Mass Help Ballistic Transistors}

\section{One channel, two orientations}

Take a thin channel with one occupied subband and one valley, with different effective masses along its two in-plane axes. Current flows along $x$; the device width $W$ lies along $y$. Near the top of the source--drain barrier
\begin{equation}
E=\frac{\hbar^2k_x^2}{2m_x}+\frac{\hbar^2k_y^2}{2m_y},
\end{equation}
with $E$ measured from the barrier top. Let the temperature be zero, and let the drain bias be so large that no electron arrives from the drain. Without scattering, the states at the barrier top with $k_x>0$ are then filled up to the source Fermi level $E_F$, and those with $k_x<0$ are empty.

The filled region is half an ellipse with semi-axes $\sqrt{2m_xE_F}/\hbar$ and $\sqrt{2m_yE_F}/\hbar$. Its area is $\pi\sqrt{m_xm_y}\,E_F/\hbar^2$. With two spins and one state per $(2\pi)^2$ of $k$-space and unit area, the electron density is
\begin{equation}
N=\frac{2}{(2\pi)^2}\,\frac{\pi\sqrt{m_xm_y}\,E_F}{\hbar^2}
=\frac{\sqrt{m_xm_y}}{2\pi\hbar^2}\,E_F .
\label{eq:N0}
\end{equation}
For the current per width (its magnitude, with $q>0$ the elementary charge) the velocity is $v_x=\hbar^{-1}\partial E/\partial k_x$, so the $k_x$ integral gives an energy difference:
\begin{align}
J&=\frac{2q}{(2\pi)^2}\int dk_y\int dk_x\,\frac1\hbar\frac{\partial E}{\partial k_x}
=\frac{q}{2\pi^2\hbar}\int_{-k_F}^{k_F}\!dk_y\left(E_F-\frac{\hbar^2k_y^2}{2m_y}\right)\nonumber\\
&=\frac{q}{2\pi^2\hbar}\,\frac43k_FE_F
=\frac{2q\sqrt{2m_y}}{3\pi^2\hbar^2}\,E_F^{3/2},
\qquad k_F=\frac{\sqrt{2m_yE_F}}{\hbar}.
\label{eq:J0}
\end{align}

Now turn the device by $90^\circ$ on the same material, which exchanges $m_x$ and $m_y$. The density (\ref{eq:N0}) is unchanged, so the gate sees the same charge and sets the same $E_F$. The current (\ref{eq:J0}) changes by the square root of the mass ratio. For masses $0.1$ and $0.4\,m_0$, the orientation with the heavy mass across the width carries twice the current.

This comparison changes both masses together. The separate effects are less simple, and one of them can have the opposite sign.

\section{First contribution: the number of modes}

From here on the temperature $T$ is finite and there are $g$ equivalent valleys with the same orientation. The barrier is treated classically and varies only along $x$, so $k_y$ is conserved. An electron passes if its total energy $E$, measured from the barrier top, exceeds its transverse energy $\hbar^2k_y^2/2m_y$; otherwise it is reflected.

In a wide strip with hard walls, $k_y=n\pi/W$ with $n=1,2,\dots$. A transverse mode is open at energy $E$ if $\hbar^2k_y^2/2m_y<E$. Counting the allowed $n$ and dividing by $W$ gives
\begin{equation}
M(E)=g\,\frac{\sqrt{2m_yE}}{\pi\hbar}.
\label{eq:M}
\end{equation}
A heavy $m_y$ makes transverse motion cheap in energy, so more modes fit below a given $E$. At $0.1$~eV and $g=1$ there are 163 modes per $\mu$m for $m_y=0.1\,m_0$ and 326 for $0.4\,m_0$.

In each mode $v_x\,dk_x=dE/\hbar$: a light $m_x$ makes the electrons faster, but thins out the states per energy by the same factor. Each mode therefore carries $2q/h$ per unit energy, whatever $m_x$ is. With $f$ the source Fermi function, $\eta=E_F/kT$ and
\begin{equation}
F_j(\eta)=\frac1{\Gamma(j+1)}\int_0^\infty\frac{x^j\,dx}{1+e^{x-\eta}},
\end{equation}
the current injected from the source is, using $2q/h=q/\pi\hbar$ and $\Gamma(3/2)=\sqrt\pi/2$,
\begin{equation}
J^+=\frac{2q}{h}\int_0^\infty M f\,dE
=\frac{qg\sqrt{2m_y}}{\pi^2\hbar^2}(kT)^{3/2}\,\frac{\sqrt\pi}{2}\,F_{1/2}(\eta).
\label{eq:Jp}
\end{equation}
At fixed Fermi level, then, the width mass sets the current and the transport mass drops out. The transport mass acts through the charge.

\section{Second contribution: charge and injection velocity}

By the area argument of the opening case, right-moving states have the constant density $g m_d/2\pi\hbar^2$ per energy, where $m_d=\sqrt{m_xm_y}$. Hence
\begin{equation}
N^+=\frac{g m_d kT}{2\pi\hbar^2}F_0(\eta),\qquad F_0(\eta)=\ln(1+e^\eta).
\label{eq:Np}
\end{equation}
The injection velocity is the mean velocity of these electrons:
\begin{align}
v=\frac{J^+}{qN^+}
&=\frac{\sqrt{2m_y}\,(kT)^{3/2}\sqrt\pi/(2\pi^2\hbar^2)}{m_dkT/(2\pi\hbar^2)}\,\frac{F_{1/2}}{F_0}
=\sqrt{\frac{2kT}{\pi}}\,\frac{\sqrt{m_y}}{m_d}\,\frac{F_{1/2}}{F_0}\nonumber\\
&=\sqrt{\frac{2kT}{\pi m_x}}\;\frac{F_{1/2}(\eta)}{F_0(\eta)},
\label{eq:v}
\end{align}
since $\sqrt{m_y}/m_d=1/\sqrt{m_x}$.

For $\eta\ll-1$ both integrals tend to $e^\eta$, and $v=\sqrt{2kT/\pi m_x}$ does not contain $m_y$. In the degenerate limit $F_{1/2}\to4\eta^{3/2}/(3\sqrt\pi)$ and $F_0\to\eta$, so
\begin{equation}
v=\frac{4}{3\pi}\sqrt{\frac{2E_F}{m_x}} .
\end{equation}
If the charge is held fixed, (\ref{eq:Np}) gives $E_F=2\pi\hbar^2N^+/(gm_d)$ in this limit, and
\begin{equation}
v=\frac4{3\pi}\sqrt{\frac{4\pi\hbar^2N^+}{g\,m_xm_d}}\;\propto\;m_x^{-3/4}\,m_y^{-1/4}.
\label{eq:fixedN}
\end{equation}

Here a heavy width mass is a disadvantage. It offers more states at low energy, the electrons settle lower, and they move more slowly. At $5\times10^{12}$~cm$^{-2}$ and 300~K, raising $m_y$ from $0.1$ to $0.4\,m_0$ at $m_x=0.1\,m_0$ lowers $v$ from $3.95$ to $2.91\times10^5$~m/s. At fixed gate voltage, however, a heavier width mass also draws more charge into the channel. Whether this outweighs the lower velocity depends on the gate capacitance, on whether the drain is saturated and, at finite temperature, also on the gate voltage.

\section{Weighing them: the gate condition}

Let the gate alone control the barrier, through an insulator capacitance $C$ per area. Let the overdrive $V$ be zero when the uncharged barrier top lies at the source Fermi level. Charge pushes the barrier back up, so
\begin{equation}
V=\frac{kT}{q}\,\eta+\frac{qN}{C},\qquad
N=N^+(\eta)+N^+\!\left(\eta-\frac{qV_D}{kT}\right),
\label{eq:gate}
\end{equation}
where the second term of $N$ counts electrons from the drain at bias $V_D$.

\subsection{Fixed density-of-states mass}

Both terms of $V$ increase with $\eta$, so (\ref{eq:gate}) has one solution, and the masses enter it through $m_d$ alone. Channels with equal $g$, $C$ and $m_d$ therefore have the same $\eta$ and the same charge at every $T$, $V$ and $V_D$. The net current $J=J^+(\eta)-J^+(\eta-qV_D/kT)$ has the common factor $\sqrt{m_y}$. Because $m_y^2=m_d^2\,m_y/m_x$,
\begin{equation}
J\propto\sqrt{m_y}=\sqrt{m_d}\left(\frac{m_y}{m_x}\right)^{1/4}.
\label{eq:quarter}
\end{equation}
This is the benefit in its cleanest form. It can be read as more modes at the same Fermi level, or as a higher injection velocity at the same charge. These are two accounts of one gain, and their factors must not be multiplied.

For an example take round model values: $g=1$, 300~K, $C=5~\mu$F/cm$^2$, $V=0.4$~V, $V_D=0.6$~V. For $(m_x,m_y)=(0.1,0.4)\,m_0$ the solution is $E_F=171$~meV, $N=7.146\times10^{12}$~cm$^{-2}$ and $v=3.386\times10^5$~m/s. In SI units $qN=1.145\times10^{-2}$~C/m$^2$, so the gate condition reads $0.171+0.01145/0.05=0.400$~V, and
\begin{equation}
J=qNv=1.145\times10^{-2}\times3.386\times10^{5}\ \text{A/m}\approx3880\ \mu\text{A}/\mu\text{m}.
\end{equation}
The isotropic channel with $0.2\,m_0$ has the same $E_F$ and $N$ but carries $2741~\mu$A/$\mu$m, less by the factor $4^{1/4}=1.41$. The turned channel $(0.4,0.1)\,m_0$ carries $1938~\mu$A/$\mu$m, half as much.

\subsection{One mass at a time}

Return to $T=0$ and a saturated drain, $qV_D>E_F$. Define $C_Q=q^2gm_d/2\pi\hbar^2$, the capacitance of the right-moving states, and $r=C_Q/C$. Then $qN/C=rE_F/q$, so $E_F=qV/(1+r)$. Inserting this into (\ref{eq:J0}), multiplied by $g$, gives
\begin{equation}
J=\frac{2qg\sqrt{2m_y}}{3\pi^2\hbar^2}\left(\frac{qV}{1+r}\right)^{3/2}.
\label{eq:JV}
\end{equation}
Since $r\propto\sqrt{m_xm_y}$, its derivative with respect to either $\ln m_x$ or $\ln m_y$ is $r/2$. Therefore
\begin{equation}
\frac{\partial\ln J}{\partial\ln m_x}=-\frac34\,\frac{r}{1+r},\qquad
\frac{\partial\ln J}{\partial\ln m_y}=\frac12-\frac34\,\frac{r}{1+r}.
\label{eq:slopes}
\end{equation}

A lighter transport mass raises the current for every $r>0$: less charge is needed to reach a given Fermi level, so the same gate voltage pushes $E_F$ higher. A heavier width mass helps while $3r<2(1+r)$, that is, while $C_Q<2C$; beyond that it hurts. This threshold belongs to the saturated drain. At small drain bias, $qV_D\ll E_F$, both directions are filled, $E_F\approx qV/(1+2r)$ and $J\propto M(E_F)V_D\propto\sqrt{m_yE_F}$. The slope with respect to $\ln m_y$ is then $\frac12-\frac12r/(1+2r)$, which is positive for every $r$. If the mass is isotropic, the two slopes add to $\frac12-\frac32r/(1+r)$, and the best value is $r=\frac12$.

The limits separate the two contributions. For $r\to0$ the gate sets $E_F$ directly; the slopes are $0$ and $+\frac12$, and modes alone count. For $r\to\infty$ the gate sets the charge; the slopes are $-\frac34$ and $-\frac14$, which is the velocity law (\ref{eq:fixedN}).

In the example, raising $m_y$ from $0.1$ to $0.4\,m_0$ at $m_x=0.1\,m_0$ raises $r$ from $0.669$ to $1.339$. Equation (\ref{eq:JV}) predicts the current ratio
\begin{equation}
2\left(\frac{1.669}{2.339}\right)^{3/2}=1.21 .
\end{equation}
The 300~K currents give $3877/3170=1.22$. The doubling of modes is largely, but not wholly, spent on the lower Fermi level.

With a weaker gate, $C=1~\mu$F/cm$^2$, $r$ goes from $3.35$ to $6.69$, and the zero-temperature ratio is $2(4.346/7.693)^{3/2}=0.85$. At 300~K the current falls from 815 to $784~\mu$A/$\mu$m, a ratio of $0.96$. The sign is as predicted, but the loss is smaller. The Fermi levels are now only 92 and 49~meV above the barrier top, a few $kT$ or less, and (\ref{eq:v}) becomes independent of $m_y$ as degeneracy is lost. Turning the channel still changes the current by a factor of two, because (\ref{eq:quarter}) does not depend on $C$. The loss from the heavier width mass is also tied to saturation: at $V_D=0.05$~V and 300~K the same change of $m_y$ raises the current by about 20\%.

\section{Two costs}

\subsection{Off-current}

Extra modes also conduct when the transistor is off. There $\eta\ll-1$, the charge term in (\ref{eq:gate}) is negligible, and $J\propto\sqrt{m_y}\,e^{qV/kT}$. Keeping this current fixed while $m_y$ grows fourfold requires the off-state overdrive to drop by
\begin{equation}
\frac{kT}{2q}\ln4=\frac{25.85}{2}\times1.386\ \text{mV}=17.9\ \text{mV}.
\end{equation}
For a given gate swing, the on-state loses the same amount of overdrive. With an off-current of 100~nA/$\mu$m, a swing of $0.6$~V and $C=5~\mu$F/cm$^2$, the $(0.1,0.4)\,m_0$ channel delivers $3787~\mu$A/$\mu$m. Its advantage over the turned channel is $3787/2019=1.88$ instead of $2$; over the isotropic $0.2\,m_0$ channel it is $1.37$ instead of $1.41$; over the isotropic $0.1\,m_0$ channel it is $1.15$ instead of $1.22$.

The gain from $m_y$ also saturates. At equal off-current and $m_x=0.1\,m_0$, going from $m_y=0.4$ to $0.8\,m_0$ adds about 1\%, and at $1.6\,m_0$ the current is lower again. At fixed overdrive and 300~K the current at $1.6\,m_0$ is still about 1\% above that at $0.8\,m_0$, although the zero-temperature optimum is $0.89\,m_0$. That optimum is thus a guide to where the gain flattens, not a sharp design value at room temperature.

\subsection{Tunnelling}

The classical barrier hides one effect of $m_x$. In this subsection let $E$ be the energy of the motion along $x$, measured from the foot of a smooth barrier $U(x)$. Well below the barrier top, the leading semiclassical transmission is
\begin{equation}
\mathcal T\approx\exp\left[-\frac{2}{\hbar}\int\sqrt{2m_x\,(U-E)}\;dx\right],
\end{equation}
with the integral taken over the forbidden region. The exponent grows as $\sqrt{m_x}$, so a light transport mass leaks more. For $U=U_0/\cosh^2(x/a)$ with $U_0=0.3$~eV and $a=5$~nm, the barrier is $6.6$~nm wide at $E=0.2$~eV. Solving the wave equation there gives $\mathcal T=7\times10^{-3}$ for $m_x=0.1\,m_0$ and $4\times10^{-5}$ for $0.4\,m_0$. This is a transmission at one energy, not a device leakage current, but it shows why $m_x$ cannot be reduced freely in a short channel. The comparisons at equal off-current above leave tunnelling out, so they apply only to channels long enough for it to be negligible.

\section{Where the argument stops}

For the full gain the valleys must share the favourable orientation. If two equally filled valleys are turned by $90^\circ$ to each other, the current is proportional to $\sqrt{m_{\rm light}}+\sqrt{m_{\rm heavy}}$ in both aligned orientations, and turning the device by $90^\circ$ gains nothing. For masses $0.1$ and $0.4\,m_0$ this is only 6\% above two isotropic valleys of the same $m_d$, instead of 41\%. At $45^\circ$ each valley has the width mass $(m_{\rm light}+m_{\rm heavy})/2$, and the advantage is 12\%. The results also assume parabolic bands, one subband, masses aligned with the device, ideal contacts, no scattering and no drain control of the barrier. Ideal contacts include a source dense enough for its band edge to lie below the barrier top. In a source with the same band, where both directions of motion are filled, this takes a density above $2N^+$. For $E_F=171$~meV and $m_d=0.2\,m_0$ that is more than $1.4\times10^{13}$~cm$^{-2}$. One subband is a strong demand at the Fermi levels of the $5~\mu$F/cm$^2$ example. In a hard-wall film of thickness $d$ and confinement mass $m_z$, the second subband lies $3\pi^2\hbar^2/(2m_zd^2)$ above the first. For $m_z=0.9\,m_0$ this is only $0.05$~eV at $d=5$~nm, and $0.31$~eV at $2$~nm. Changing the material or the surface may alter the confinement mass, and with it the subband spacing. In a film thick enough for the gate field to pull the charge towards the insulator, it also alters the depth of the charge. A finite depth makes the effective gate capacitance smaller than that of the insulator alone, and for a real channel $C$ should be read as this effective value. In a thick film it varies with the charge, and a constant $C$ is only an approximation. If the effective value changes with the material or the surface, a comparison at fixed $C$ no longer isolates the in-plane masses. The numerical output below gives the full set of values for these model channels.

\section*{Computed results}
\begin{verbatim}
T = 300 K, kT = 25.85 meV, one valley
gate overdrive 0.4 V, drain bias 0.6 V
C thin 5, C thick 1 uF/cm^2
modes at 0.1 eV, my=0.1 m0: 163.1 per um
modes at 0.1 eV, my=0.4 m0: 326.2 per um
counted in 200 nm strip, my=0.4: 65 (law 65.23)
thermal velocity, mx=0.1: 1.701 e5 m/s
C thin: mx my | EF-top meV | N 1e12/cm^2 | v 1e5 m/s | J uA/um
 0.1 0.1 | 239.6 | 5.005 | 3.953 | 3170
 0.1 0.4 | 171.0 | 7.146 | 3.386 | 3877
 0.4 0.1 | 171.0 | 7.146 | 1.693 | 1938
 0.2 0.2 | 171.0 | 7.146 | 2.395 | 2741
 0.4 0.4 | 108.5 | 9.097 | 1.403 | 2045
C thick: same columns
 0.1 0.1 | 91.5 | 1.926 | 2.640 | 815
 0.1 0.4 | 48.8 | 2.192 | 2.233 | 784
 0.4 0.1 | 48.8 | 2.192 | 1.116 | 392
fixed N = 5e12/cm^2: mx my | v(0 K) | v(300 K), 1e5 m/s
 0.1 0.1 | 3.895 | 3.951
 0.1 0.4 | 2.754 | 2.912
 0.4 0.1 | 1.377 | 1.456
 0.2 0.2 | 1.947 | 2.059
CQ/C thin: (0.1,0.1) 0.669, (0.1,0.4) 1.339
CQ/C thick: (0.1,0.1) 3.346, (0.1,0.4) 6.693
best my at 0 K, mx=0.1: thin 0.893, thick 0.0357 m0
best isotropic mass at 0 K, thin: 0.0747 m0
equal off-current 100 nA/um, gate swing 0.6 V, C thin:
 0.1 0.1 | V_off -188.6 mV | J_on 3304 uA/um
 0.1 0.4 | V_off -206.5 mV | J_on 3787 uA/um
 0.4 0.1 | V_off -188.5 mV | J_on 2019 uA/um
 0.2 0.2 | V_off -197.5 mV | J_on 2766 uA/um
threshold shift for my x4: 17.92 mV (law 17.92)
my scan, mx=0.1, C thin: my | J fixed V | J equal off, uA/um
 0.05 | 2695 | 2901
 0.1 | 3170 | 3304
 0.2 | 3579 | 3611
 0.4 | 3877 | 3787
 0.8 | 4044 | 3825
 1.6 | 4091 | 3753
barrier 0.3 eV, a = 5 nm, 6.58 nm wide at 0.2 eV
tunnelling mx=0.1: T = 7.12e-03, WKB exponent 5.12
tunnelling mx=0.4: T = 3.94e-05, WKB exponent 10.23
\end{verbatim}
